\section*{Fluorocarbon film surface energy from two contact angles by Owens-Wendt analysis}

\section*{Question}

I have a plasma-deposited fluorocarbon film, about 50 nm thick. Small drops on it show contact angles of $110^\circ$ for water and $90^\circ$ for diiodomethane. An exercise asks me to use the Owens-Wendt method to show that the surface energy of the film is near $14~\mathrm{mJ/m^2}$.

I am stuck in three places. For diiodomethane $\cos 90^\circ=0$, which looks to me as if the liquid and the film ignore each other, so how can that angle carry information? Next, I do not see where the square roots in the method come from. Finally, if I do get 14, how far should I trust it?

\section*{Answer}

A right angle does not mean zero adhesion. It means that the liquid adheres to the film half as strongly as it coheres to itself. That fixes the dispersive part of the film's surface energy, and the water angle then fixes the polar part.

I use $\mathrm{mJ/m^2}$ throughout, which equals $\mathrm{mN/m}$. The angle $\theta$ is measured through the liquid. The film is taken as smooth, uniform, rigid and inert, the angles as equilibrium angles, and adsorption of vapour on the dry film is neglected at first.

\subsection*{From the angle to the work of adhesion}

Let $\gamma_L$, $\gamma_S$ and $\gamma_{SL}$ be the energies per area of the liquid surface, the dry film and the film-liquid interface. Describe the drop by a curve $(x(t),z(t))$ running from its apex to its edge, with $x$ the distance from the axis and $z$ the height above the film. The edge is at $x=a$, $z=0$. With primes for $d/dt$, the liquid surface area, volume and gravitational energy are
\begin{align}
A&=2\pi\int x\sqrt{x'^2+z'^2}\,dt,\\
V&=-\pi\int x^2z'\,dt,\qquad
U=-\pi\rho g\int x^2zz'\,dt .
\end{align}
The minus signs appear because $z$ falls along the curve. Wetting a disc of area $\pi a^2$ replaces dry film by interface, so at fixed volume we make
\begin{equation}
F=\gamma_LA+(\gamma_{SL}-\gamma_S)\pi a^2+U-\lambda V
\end{equation}
stationary, with $\lambda$ a Lagrange multiplier. Variations inside the curve give the drop's shape. What remains is the edge term. There $\delta z=0$, because the edge stays on the film, and $\delta x=\delta a$. Neither $V$ nor $U$ contains $x'$, so neither contributes. The area contributes through
\begin{equation}
\frac{x'}{\sqrt{x'^2+z'^2}}=\cos\theta ,
\end{equation}
which is the horizontal component of the unit tangent at the edge. Therefore
\begin{equation}
2\pi a\,\delta a\left[\gamma_L\cos\theta+\gamma_{SL}-\gamma_S\right]=0,
\end{equation}
and Young's equation follows:
\begin{equation}
\gamma_L\cos\theta=\gamma_S-\gamma_{SL}.
\label{young}
\end{equation}
Gravity changes the shape of the drop but not this edge condition.

The work of adhesion $W$ is the work per area needed to pull liquid and film apart. This destroys one interface and creates two surfaces:
\begin{equation}
W=\gamma_S+\gamma_L-\gamma_{SL}=\gamma_L(1+\cos\theta).
\label{work}
\end{equation}
The second form uses \eqref{young}. Pulling the liquid from itself costs $2\gamma_L$, since two liquid surfaces appear. At $\theta=90^\circ$ the adhesion is $\gamma_L$, half of that. Zero adhesion would need $\theta=180^\circ$.

\subsection*{Where the square root comes from}

Suppose molecules in bodies 1 and 2 attract with energy $-C_{12}/r^6$, and that these pair energies add. Let the number densities be $n_1,n_2$ and the gap be $D$. Two planes a distance $z$ apart contribute, per unit area,
\begin{equation}
\int_0^\infty\frac{2\pi R\,dR}{(R^2+z^2)^3}=\frac{\pi}{2z^4}
\end{equation}
times $n_1n_2C_{12}$ and the two plane thicknesses. If the planes lie at depths $u$ and $v$, then $z=D+u+v$. For given $z$, $u$ runs from 0 to $z-D$, which gives the weight $z-D$. Hence the work of separation is
\begin{align}
W_{12}&=\frac{\pi n_1n_2C_{12}}{2}\int_D^\infty\frac{z-D}{z^4}\,dz\nonumber\\
&=\frac{\pi n_1n_2C_{12}}{2}\left(\frac1{2D^2}-\frac1{3D^2}\right)
=\frac{\pi n_1n_2C_{12}}{12D^2}.
\label{halfspace}
\end{align}
For equal bodies, $W_{11}=2\gamma_1^d$, where $d$ marks the dispersive part. If all contacts have the same $D$ and $C_{12}=\sqrt{C_{11}C_{22}}$, then
\begin{equation}
W_{12}=\sqrt{W_{11}W_{22}}=2\sqrt{\gamma_1^d\gamma_2^d}.
\end{equation}

The condition on $C_{12}$ is an approximation. In Hartree atomic units the dispersion coefficient is $C_{12}=(3/\pi)\int_0^\infty\alpha_1(i\omega)\alpha_2(i\omega)\,d\omega$. Take one oscillator per molecule, $\alpha_j(i\omega)=\alpha_j/(1+\omega^2/\omega_j^2)$. Partial fractions give
\begin{align}
\int_0^\infty\!\frac{d\omega}{(\omega^2+\omega_1^2)(\omega^2+\omega_2^2)}
&=\frac{\pi}{2(\omega_2^2-\omega_1^2)}\left(\frac1{\omega_1}-\frac1{\omega_2}\right)\nonumber\\
&=\frac{\pi}{2\omega_1\omega_2(\omega_1+\omega_2)} .
\end{align}
Multiplying by $3\alpha_1\alpha_2\omega_1^2\omega_2^2/\pi$ yields
\begin{equation}
C_{12}=\frac{3\alpha_1\alpha_2}{2}\frac{\omega_1\omega_2}{\omega_1+\omega_2},
\qquad C_{jj}=\frac34\alpha_j^2\omega_j,
\end{equation}
and so
\begin{equation}
\frac{C_{12}}{\sqrt{C_{11}C_{22}}}=\frac{2\sqrt{\omega_1\omega_2}}{\omega_1+\omega_2}\le1 .
\end{equation}
For round values of 0.35 and 0.50 hartree, close to first ionisation energies, the ratio is 0.984. This is probably the favourable end. Time-dependent Hartree-Fock polarizabilities in a small basis give effective frequencies $4C_{jj}/(3\alpha_j^2)$ of about 0.44 hartree for diiodomethane, 0.74 for water and 1.0 for $\mathrm{CF_4}$. The ratios of $\mathrm{CF_4}$ with the two liquids are then 0.92 and 0.99. $\mathrm{CF_4}$ is richer in fluorine than the film, so for diiodomethane the ratio is uncertain between roughly 0.92 and 0.98.

Owens and Wendt use the same square-root form for the polar part, marked $p$. The calculation above does not justify that step; it is a postulate of the method. With it,
\begin{equation}
\gamma_L(1+\cos\theta)=2\sqrt{\gamma_S^d\gamma_L^d}+2\sqrt{\gamma_S^p\gamma_L^p}.
\label{ow}
\end{equation}

\subsection*{Solving for the film}

The method needs a table for the liquids. I use the conventional room-temperature split: water has $\gamma_W=72.8$, with $\gamma_W^d=21.8$ and $\gamma_W^p=51.0$; diiodomethane has $\gamma_D=50.8$, all dispersive.

Set $s=\sqrt{\gamma_S^d}$ and $q=\sqrt{\gamma_S^p}$, both non-negative. Equation \eqref{ow} is linear in them. For diiodomethane the polar term vanishes, and division by $2\sqrt{\gamma_D}$ gives
\begin{equation}
s=\frac{\sqrt{\gamma_D}}2(1+\cos\theta_D)
=\frac{\sqrt{50.8}}2=3.5637 .
\end{equation}
Thus $\gamma_S^d=\gamma_D/4=12.70~\mathrm{mJ/m^2}$. This is what your right angle tells you.

For water, $\cos110^\circ=-0.34202$, so
\begin{equation}
W_W=72.8\,(1-0.34202)=47.901~\mathrm{mJ/m^2}.
\end{equation}
Halving \eqref{ow} and isolating $q$,
\begin{align}
q&=\frac{W_W/2-s\sqrt{\gamma_W^d}}{\sqrt{\gamma_W^p}}\nonumber\\
&=\frac{47.901/2-3.5637\sqrt{21.8}}{\sqrt{51.0}}=1.0238 .
\label{q}
\end{align}
Hence $\gamma_S^p=q^2=1.05~\mathrm{mJ/m^2}$, and
\begin{equation}
\boxed{\gamma_S=12.70+1.05\simeq13.7~\mathrm{mJ/m^2}}
\end{equation}
or $0.086~\mathrm{eV/nm^2}$. To the nearest integer this is the requested 14. About 8\% of it is polar; errors of $2^\circ$ in the angles make this share uncertain by about 3 percentage points.

The sign of $q$ matters. A negative $q$ would square to an apparently acceptable energy but would violate \eqref{ow}, where the roots are non-negative. Setting $q=0$ in \eqref{q} gives the largest water angle compatible with your diiodomethane angle:
\begin{equation}
\cos\theta_{W,\max}=\frac{2s\sqrt{\gamma_W^d}}{\gamma_W}-1,
\qquad \theta_{W,\max}=122.9^\circ .
\end{equation}
A larger measured angle would mean that the data and this model, with this table, do not fit together.

\subsection*{Going back to the drops}

From \eqref{work}, $\gamma_{SL}=\gamma_S+\gamma_L-W$. Keeping extra digits for the arithmetic,
\begin{align}
\gamma_{SW}&=13.748+72.8-47.901=38.647,\\
\gamma_{SD}&=13.748+50.8-50.8=13.748
\end{align}
in $\mathrm{mJ/m^2}$. Under diiodomethane the interface costs as much as the dry film, so spreading the wetted disc neither gains nor costs energy in itself. Under water it costs more than the dry film, and the drop draws its edge in past the vertical.

These energies were tested on 2 microlitre drops with gravity included, using densities of 998 and 3320 $\mathrm{kg/m^3}$ for water and diiodomethane. For each trial edge angle the shape was found from the balance of Laplace and hydrostatic pressure,
\begin{equation}
\gamma_L\left(\frac{d\phi}{d\ell}+\frac{\sin\phi}{x}\right)
=\frac{2\gamma_L}{b}+\rho g\zeta ,
\label{laplace}
\end{equation}
where $\phi$ is the slope angle, $\ell$ the arc length, $b$ the apex radius of curvature and $\zeta$ the depth below the apex. The total energy was least at $110.00^\circ$ and $90.00^\circ$. This confirms the route from angles to energies and back; it cannot confirm that real films obey \eqref{ow}.

A third liquid can challenge the model. For a nonpolar one, \eqref{ow} reduces to
\begin{equation}
\cos\theta=2\sqrt{\frac{\gamma_S^d}{\gamma_L}}-1 .
\end{equation}
The angle falls to zero as $\gamma_L$ falls to $\gamma_S^d$; below that value the model predicts complete wetting. For hexadecane, with $\gamma_L$ roughly $27.5~\mathrm{mJ/m^2}$, your film should show $69^\circ$. A clear disagreement would count against the model, the table or the assumed state of the surface. On fluorocarbons it is not unlikely: for polytetrafluoroethylene a diiodomethane angle of about $88^\circ$ predicts $66^\circ$ for hexadecane, while about $46^\circ$ is usually reported.

\subsection*{What an angle error does}

Differentiate the two roots:
\begin{align}
\frac{\partial s}{\partial\theta_D}&=-\frac{\sqrt{\gamma_D}}2\sin\theta_D,&
\frac{\partial q}{\partial\theta_D}&=-\sqrt{\frac{\gamma_W^d}{\gamma_W^p}}\,
\frac{\partial s}{\partial\theta_D},\\
\frac{\partial s}{\partial\theta_W}&=0,&
\frac{\partial q}{\partial\theta_W}&=-\frac{\gamma_W\sin\theta_W}{2\sqrt{\gamma_W^p}} .
\end{align}
Since $\gamma_S=s^2+q^2$, its derivative is $2s\,\partial s+2q\,\partial q$:
\begin{align}
\frac{\partial\gamma_S}{\partial\theta_D}
&=-\sqrt{\gamma_D}\sin\theta_D
\left(s-q\sqrt{\frac{\gamma_W^d}{\gamma_W^p}}\right),\\
\frac{\partial\gamma_S}{\partial\theta_W}
&=-\frac{q\gamma_W\sin\theta_W}{\sqrt{\gamma_W^p}} .
\end{align}
These are derivatives per radian. Per degree they are $-0.360$ and $-0.171~\mathrm{mJ/m^2}$. The second term in the bracket is a partial compensation: a larger diiodomethane angle lowers the dispersive part and leaves more of the water adhesion to be called polar. Independent errors with standard deviation $2^\circ$ in each angle give
\begin{equation}
\delta\gamma_S=2\sqrt{0.360^2+0.171^2}\simeq0.8~\mathrm{mJ/m^2}.
\end{equation}

\subsection*{What the choice of model does}

Some tables give diiodomethane a small polar part. With the split $48.5+2.3$, both unknowns enter both equations:
\begin{align}
s\sqrt{48.5}+q\sqrt{2.3}&=50.8/2,\\
s\sqrt{21.8}+q\sqrt{51.0}&=47.901/2 .
\end{align}
Eliminating first $q$, then $s$, gives
\begin{align}
s&=\frac{50.8\sqrt{51.0}-47.901\sqrt{2.3}}{2\Delta},\\
q&=\frac{47.901\sqrt{48.5}-50.8\sqrt{21.8}}{2\Delta},
\end{align}
with $\Delta=\sqrt{48.5\times51.0}-\sqrt{2.3\times21.8}$. The sum of squares is $12.8~\mathrm{mJ/m^2}$.

A different combining rule matters more. The harmonic-mean rule replaces each $2\sqrt{uv}$ by $4uv/(u+v)$. For diiodomethane at $90^\circ$ it gives
\begin{equation}
\gamma_D=\frac{4\gamma_S^d\gamma_D}{\gamma_S^d+\gamma_D}
\quad\Rightarrow\quad \gamma_S^d=\frac{\gamma_D}3=16.9~\mathrm{mJ/m^2}.
\end{equation}
For water, define
\begin{equation}
k=\frac{W_W}{4}-\frac{\gamma_S^d\gamma_W^d}{\gamma_S^d+\gamma_W^d}
=\frac{\gamma_S^p\gamma_W^p}{\gamma_S^p+\gamma_W^p},
\end{equation}
so that $\gamma_S^p=k\gamma_W^p/(\gamma_W^p-k)=2.6~\mathrm{mJ/m^2}$. The total is $19.5~\mathrm{mJ/m^2}$ from the same two angles. The 14 is therefore an Owens-Wendt surface energy, and should be reported with that name and the liquid table.

\subsection*{What the measurement does}

Check how your instrument obtains the angle. A spherical cap of radius $R$ has height $h=R(1-\cos\theta)$ and base radius $a=R\sin\theta$, so
\begin{equation}
\frac ha=\frac{1-\cos\theta}{\sin\theta}=\tan\frac\theta2 .
\end{equation}
Gravity flattens a real drop and makes this reading too small. For 2 microlitre drops whose true edge angles are $110^\circ$ and $90^\circ$, equation \eqref{laplace} gives readings of $107.7^\circ$ and $82.7^\circ$. Fed into the analysis, they return $17.0$ instead of $13.7~\mathrm{mJ/m^2}$. The bias is larger for diiodomethane, whose ratio $\rho g/\gamma_L$ is nearly five times that of water, though the two drops also differ in edge angle. If your $110^\circ$ and $90^\circ$ came from height and width, the true angles are larger and the energy is below $13.7~\mathrm{mJ/m^2}$; refit the profile with \eqref{laplace}.

Other effects are smaller for the values assumed here. Each is varied alone, with the reported angles held fixed.

\begin{itemize}
\item If the true surface area is $r$ times the projected area and the liquid fills the relief, the wetting term in $F$ gains a factor $r$. The observed angle then obeys $\cos\theta_{\rm obs}=r\cos\theta$. For $r=1.05$ the smooth-surface water angle is $109.0^\circ$, the right angle is unchanged, and $\gamma_S=13.9~\mathrm{mJ/m^2}$.
\item Adsorbed vapour lowers the dry-film energy to $\gamma_S-\pi_e$. Young's equation then gives $W=\gamma_L(1+\cos\theta)+\pi_e$. With $\pi_e=1~\mathrm{mJ/m^2}$ for both liquids, $\gamma_S=14.3~\mathrm{mJ/m^2}$.
\item Liquids 5 K warmer than the table assumes, with rough slopes of $-0.15$ (water) and $-0.14~\mathrm{mJ/(m^2K)}$ (diiodomethane) and unchanged dispersive fractions, give $13.6~\mathrm{mJ/m^2}$.
\item The oscillator ratio of 0.984, applied to both dispersive terms, gives $14.2~\mathrm{mJ/m^2}$. Ratios of 0.92 for diiodomethane and 0.99 for water give $15.7~\mathrm{mJ/m^2}$, a shift larger than the angle error.
\end{itemize}

The substrate hardly matters. By \eqref{halfspace}, material starting at depth $t$ below the film surface contributes in proportion to $1/(D+t)^2$. If it attracts the liquid $m$ times as strongly as the film does, the relative change in dispersive adhesion is
\begin{equation}
\frac{\Delta W^d}{W^d}=(m-1)\left(\frac D{D+t}\right)^2 .
\end{equation}
For $m=5$, $D=0.165$ nm and $t=50$ nm this is 0.004\%. It reaches 1\% at a thickness of 3.1 nm. The estimate assumes a continuous film; a pinhole exposes the substrate directly.

\subsection*{Setting the number beside real films}

A water angle near $110^\circ$ is ordinary for a fluorocarbon surface. Polytetrafluoroethylene is often assigned very roughly $20~\mathrm{mJ/m^2}$, but such a figure depends on the method and the angles behind it. Commonly tabulated angles of about $108^\circ$ and $88^\circ$ give $14.8~\mathrm{mJ/m^2}$ by Owens-Wendt with the table above and $20.7~\mathrm{mJ/m^2}$ by the harmonic rule, close to your 13.7 and 19.5. An Owens-Wendt value of 20 would need a diiodomethane angle near $76^\circ$. Compare films only by the same method, and note that two angles cannot identify the chemistry. The assumption of a single equilibrium angle can also fail on a real film. Roughness, chemical patches and rearrangement under the liquid can pin the edge, so advancing and receding angles differ. If both of your angles were $5^\circ$ above equilibrium, the slopes above put the error at about $5(0.360+0.171)\simeq2.7~\mathrm{mJ/m^2}$, with the reported energy too low. Measure both advancing and receding angles, and look for drift with time, before comparing films whose energies differ by one or two $\mathrm{mJ/m^2}$. The numerical output below gives several of these values with more digits.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS
Water angle: 110.0 deg
DIM angle: 90.0 deg
Water total, d, p: 72.8, 21.8, 51.0 mJ/m2
DIM total, all d: 50.8 mJ/m2
SOLUTION
cos(water angle): -0.34202
Work of adhesion, water: 47.901 mJ/m2
Work of adhesion, DIM: 50.800 mJ/m2
Root s: 3.5637 (mJ/m2)^(1/2)
Root p: 1.0238 (mJ/m2)^(1/2)
Film dispersive part: 12.700 mJ/m2
Film polar part: 1.048 mJ/m2
Film surface energy: 13.748 mJ/m2
Same in eV/nm2: 0.0858 eV/nm2
Polar share: 7.6 %
Film-water interface: 38.647 mJ/m2
Film-DIM interface: 13.748 mJ/m2
Largest allowed water angle: 122.9 deg
DROP-ENERGY CHECK
Drop volume: 2.0 microlitre
Densities water, DIM: 998, 3320 kg/m3
Minimum-energy angle, water: 110.00 deg
Minimum-energy angle, DIM: 90.00 deg
Hexadecane surface energy, density: 27.5 mJ/m2, 770 kg/m3
Predicted hexadecane angle: 69.0 deg
SENSITIVITY OF FILM SURFACE ENERGY
Slope with water angle: -0.171 mJ/m2 per deg
Slope with DIM angle: -0.360 mJ/m2 per deg
Spread for 2 deg errors: 0.80 mJ/m2
Sampled spread: 0.80 mJ/m2
DIM split 48.5 + 2.3: 12.84 mJ/m2
Harmonic d, p: 16.93, 2.57 mJ/m2
Harmonic total: 19.50 mJ/m2
Roughness ratio: 1.05
Smooth-surface water angle: 109.01 deg
Total after roughness correction: 13.93 mJ/m2
Total with 1 mJ/m2 film pressure: 14.30 mJ/m2
Liquid slopes water, DIM: -0.15, -0.14 mJ/m2/K
Total with liquids 5 K warmer: 13.57 mJ/m2
Oscillators liquid, film: 0.35, 0.50 hartree
C12/sqrt(C11*C22): 0.9843
Total with this mixing factor: 14.16 mJ/m2
Film thickness, contact gap: 50, 0.165 nm
Substrate/film attraction ratio: 5
Substrate change of dispersive W: 0.0043 %
Thickness for 1 % change: 3.1 nm
Height-width angle, water: 107.68 deg
Height-width angle, DIM: 82.69 deg
Total from height-width angles: 16.99 mJ/m2
\end{verbatim}
